# Why the xy subband lies lowest at a SrTiO3(001) surface

## What goes wrong if the orbitals are treated alike

The conduction band minimum of cubic SrTiO$_3$ is built from three titanium orbitals, $d_{xy}$, $d_{xz}$ and $d_{yz}$, which have the same energy there when spin-orbit coupling is left out. Suppose this threefold degeneracy is carried over to an electron layer at a (001) surface, with one common mass for the three orbitals. The charge is then shared equally among three bands at all densities, and the layer gets the wrong depth, in-plane mass and density of states.

Masses can mislead too. The $xy$ electron is light in the plane of the layer, and a light particle is expected to have a large confinement energy. But confinement acts along $z$, and along $z$ the $xy$ electron is heavy. Its kinetic cost is small, so its subband starts lowest.

This argument needs a potential common to the three orbitals. A surface titanium ion that has lost its outer oxygen neighbour violates that condition, and the order can then nearly vanish or even reverse.

## Why each orbital has one weak direction

Take $z$ along the surface normal. The orbital $d_{xy}$ is $xy$ times a function of radius, so it is odd under $x\to-x$ and under $y\to-y$.

- **Oxygen along $z$.** The orbital $p_x$ is even in $y$, $p_y$ is even in $x$, and $p_z$ is even in both. Each product with $d_{xy}$ is odd in at least one coordinate, so every coupling vanishes.
- **Oxygen along $x$.** The orbital $p_y$ is odd in $y$, as $d_{xy}$ is. The bond itself removes the symmetry $x\to-x$, so a coupling $V_{pd}$ survives. The same holds along $y$ with $p_x$.

Thus $d_{xy}$ hops through oxygen along $x$ and $y$ but not along $z$. Permuting the axes shows that $d_{xz}$ lacks this path along $y$, and $d_{yz}$ along $x$.

To find the strong hopping, follow one strong direction. Let $c_j$ be the amplitude on titanium $j$, and $b_{j+1/2}$ that on the oxygen between $j$ and $j+1$. Put the titanium level at zero and the oxygen level at $-\Delta$. The $d$ orbital is odd along the bond, so the two titanium ions turn lobes of opposite sign towards the oxygen between them. The $p$ orbital, which is even along the bond, therefore couples to them with opposite signs:

$$E\,b_{j+1/2}=-\Delta\,b_{j+1/2}+V_{pd}(c_j-c_{j+1}),$$
$$E\,c_j=V_{pd}(b_{j+1/2}-b_{j-1/2}).$$

The first equation gives $b_{j+1/2}=V_{pd}(c_j-c_{j+1})/(E+\Delta)$. Insert this, and the same expression for $b_{j-1/2}$, into the second:

$$E\,c_j=\frac{V_{pd}^2}{E+\Delta}\left[(c_j-c_{j+1})-(c_{j-1}-c_j)\right].$$

For $|E|\ll\Delta$ the prefactor is a constant, $t=V_{pd}^2/\Delta$, and

$$E\,c_j=t\,(2c_j-c_{j-1}-c_{j+1}).\tag{1}$$

The term $2t$ is the upward push from two oxygen neighbours, and the terms with $-t$ are hopping.

Along the weak direction a small direct hopping $-t'$ remains, with $0<t'<t$. Since $-t'(c_{j-1}+c_{j+1})=t'(2c_j-c_{j-1}-c_{j+1})-2t'c_j$, it has the form of (1) apart from the constant $-2t'$. Each orbital has one weak axis, so this constant is common to all three and is absorbed in the zero of energy.

For a bulk plane wave, $2c_j-c_{j-1}-c_{j+1}$ becomes $2(1-\cos ka)c_j$, with $a$ the lattice constant. Hence

$$E_{xy}=2t(1-\cos k_xa)+2t(1-\cos k_ya)+2t'(1-\cos k_za),$$

and the weak term moves to $k_y$ for $xz$ and to $k_x$ for $yz$. All three energies vanish at $\mathbf k=0$. The bulk minimum is degenerate although the masses differ, because an electron at the minimum has no kinetic energy for a mass to act on. Confinement removes that state.

## Why confinement separates them

Number the titanium layers $j=1,2,\dots$ from the surface. Let the potential energy $V_j$ depend on depth only and be the same for all three orbitals. The in-plane wavevector is then conserved, and a subband bottom lies at zero in-plane wavevector, where the in-plane terms vanish. What remains is

$$H=t_zK+V,\qquad (K\psi)_j=2\psi_j-\psi_{j-1}-\psi_{j+1},\qquad \psi_0=0,$$

with $t_z=t'$ for $xy$ and $t_z=t$ for $xz$ and $yz$. The condition $\psi_0=0$ is a hard wall one layer above the first titanium. For the strong hopping it describes a surface titanium that keeps its outer, apical oxygen: that oxygen still pushes the level up by $t$, but there is no titanium beyond it to hop to.

For a normalized real state,

$$\langle K\rangle=2-2\sum_{j\ge1}\psi_j\psi_{j+1}=\sum_{j\ge0}(\psi_{j+1}-\psi_j)^2>0.\tag{2}$$

To check the second equality, expand the squares. The terms $\psi_{j+1}^2$ sum to one, the terms $\psi_j^2$ also sum to one because $\psi_0=0$, and the cross terms give the rest. The sum could vanish only if all amplitudes equalled $\psi_0=0$, which is no state at all.

Now use the $xz$ ground state as a trial state for $xy$. The variational principle gives

$$E_{xy}\le\langle t'K+V\rangle_{xz}=E_{xz}-(t-t')\langle K\rangle_{xz}.$$

In the reverse direction, $E_{xz}\le E_{xy}+(t-t')\langle K\rangle_{xy}$. Together,

$$(t-t')\langle K\rangle_{xz}\le E_{xz}-E_{xy}\le(t-t')\langle K\rangle_{xy}.\tag{3}$$

The lower bound is positive, so $xy$ lies below for every common potential that binds both states, whatever its shape.

The order extends to higher levels of equal index. In the space spanned by the lowest $n$ states of $xz$, every normalized state has $\langle H_{xz}\rangle\le E_{xz,n}$, and therefore $\langle H_{xy}\rangle<E_{xz,n}$. By the min-max principle, the largest value of $\langle H_{xy}\rangle$ in any $n$-dimensional space is at least $E_{xy,n}$. Hence $E_{xy,n}<E_{xz,n}$. This does not place every $xy$ level below the first $xz$ level.

### A film without a field

A film of $N$ layers with $V=0$ and hard walls at $j=0$ and $j=N+1$ shows the effect of confinement alone. Take $\psi_j\propto\sin qj$ with $q=\pi/(N+1)$, which vanishes at both walls. Since $\sin q(j+1)+\sin q(j-1)=2\cos q\,\sin qj$, we get $K\psi=2(1-\cos q)\psi$. The state is the same for both hoppings, the two bounds in (3) coincide, and

$$E_{xz}-E_{xy}=2(t-t')\left(1-\cos\frac{\pi}{N+1}\right).$$

The gap vanishes for a thick film, as bulk degeneracy requires, and for $t'=t$.

## How large the splitting is

Take $a=0.39$ nm, $t=0.35$ eV, $t'=0.03$ eV and a uniform surface field $F=1$ MV/cm $=0.1$ V/nm. The potential energy is $V_j=eFaj$, which rises by 39 meV per layer.

For a state that varies slowly from layer to layer, $K\psi\approx-a^2\psi''$, and

$$-t_za^2\psi''+eFz\,\psi=E\psi.$$

Comparison with the Schrödinger equation gives $m=\hbar^2/(2t_za^2)$, that is 0.72 and 8.35 electron masses. Set $z=L\xi$ and choose $L$ so that $t_za^2/L^2=eFL$, or $L=(t_za^2/eF)^{1/3}$. Division by $eFL$ leaves $\psi''=(\xi-\varepsilon)\psi$ with $\varepsilon=E/(eFL)$. The decaying solution is $\mathrm{Ai}(\xi-\varepsilon)$. It vanishes at the wall when $\varepsilon=2.338$ for the lowest level, so

$$E_1=2.338\,[t_z(eFa)^2]^{1/3}.\tag{4}$$

For $xz$ and $yz$ this is $2.338\,(0.35\times0.039^2)^{1/3}$ eV $=0.19$ eV, and for $xy$ it is 0.084 eV. In this approximation the gap grows as $F^{2/3}$.

Diagonalization on the lattice gives 187.8 and 80.2 meV, a gap of 108 meV. (Keeping the oxygen level explicitly at $\Delta\approx3$ eV, with $t$ fixed, lowers this gap by about 2 meV.) The continuum estimates are 1% and 4% higher than the lattice values. They err upward because $2(1-\cos ka)\le k^2a^2$: the lattice charges less for rapid variation. For $xy$ the length $L$ is about 0.36 nm, less than one layer, so (4) is used there beyond its formal range.

The mean values $\langle K\rangle$ are 0.182 for $xz$ and 0.93 for $xy$. Equation (3) then requires a gap between $0.32\times0.182$ eV $=58$ meV and $0.32\times0.93$ eV $=298$ meV. The bounds settle the sign but are too wide to replace the calculation.

The kinetic energies are 28 meV for $xy$ and 64 meV for $xz$, a difference of 36 meV. The other 72 meV of the gap is potential energy: the mean depths are 0.52 and 1.24 nm, and 0.72 nm times 0.1 V/nm is 72 meV. The heavy electron can afford to be squeezed against the surface, where the potential is low. The mass is the cause of the splitting, but most of the energy difference appears as electrostatic energy.

The one-third share of kinetic energy follows from (4). The norm of $\psi$ is fixed and first-order changes of an eigenstate do not change its energy, so $dE/dt_z=\langle K\rangle$. With $E\propto t_z^{1/3}$, the kinetic energy is $t_z\langle K\rangle=E/3$.

## Where "lowest" stops being enough

**Higher levels.** The $xy$ levels are at 80, 134, 177 and 216 meV. Three of them lie below the first $xz$/$yz$ level at 188 meV. A model with one $xy$ band and one $xz$/$yz$ pair misses two bands at this field.

**Finite wavevector.** Along $k_y$ the $xy$ band rises with $t$ and the $xz$ band with $t'$. They meet when

$$2(t-t')(1-\cos k_ya)=E_{xz}-E_{xy}.$$

Here $1-\cos k_ya=107.6/640=0.168$, so $k_y=1.5$ nm$^{-1}$. Beyond this point the first $xz$ band is the lower of the two. With the spin-orbit coupling introduced below ($\lambda=20$ meV) the bands do not touch: they avoid each other by about 12 meV, and the lowest band changes from $xy$ to $xz$ character across this region. The $yz$ band also rises with $t$ and stays parallel to $xy$ along this direction.

**Filling.** Near its bottom an $xy$ subband has in-plane energy $ta^2k^2$. A circle of radius $k$ holds $2\pi k^2/(2\pi)^2=k^2/2\pi$ electrons per area, spin included, so the density of states is $1/(2\pi ta^2)=3.0\times10^{14}$ cm$^{-2}$eV$^{-1}$. At zero temperature, with the levels held fixed, $xz$/$yz$ begins to fill when the three lower $xy$ subbands hold

$$3.0\times10^{14}\times(0.108+0.054+0.011)\approx5\times10^{13}\ \text{cm}^{-2}.$$

This figure belongs to the fixed ladder only. When the electrons themselves terminate the field, a lower density means a weaker surface field, and screening crowds the levels further. In a Hartree well at 20 K with permittivity 100, the Fermi level reaches the $xz$/$yz$ bottom near $1\times10^{13}$ cm$^{-2}$, where the surface field is only 0.18 MV/cm. This is not a sharp onset: the pair holds about 27% of the charge there by thermal occupation, and 38% at $5.5\times10^{13}$ cm$^{-2}$.

For $xz$ or $yz$ the product of hoppings in the plane is $tt'$ instead of $t^2$, so $t$ is replaced by $\sqrt{tt'}$. Each of these subbands has $\sqrt{t/t'}=3.4$ times the density of states of an $xy$ subband. Once reached, the pair takes up charge quickly.

## The surface layer can undo the order

Remove the apical oxygen of the first titanium layer. In the derivation of (1) the amplitude $b_{1/2}$ is now absent, and the first equation for $xz$ and $yz$ changes from $t(2c_1-c_2)$ to $t(c_1-c_2)$. This is a shift $w=-t$ of the first-layer level. The $xy$ orbital never coupled to that oxygen, so it gets no such shift. The trial-state argument now gives

$$E_{xz}-E_{xy}\ge(t-t')\langle K\rangle_{xz}+w\,|\psi_{xz,1}|^2,$$

where the $xz$ state is the one calculated with the shift. For negative $w$ the right side need not be positive, and the general proof is lost.

At the same field the gap falls from 108 to 22 meV. It closes at $w=-0.40$ eV, only slightly beyond the value $-0.35$ eV produced by the missing oxygen. This closing value depends on the well: it is $-0.36$ eV at 0.1 MV/cm, $-0.44$ eV at 3 MV/cm, and about $-0.37$ eV in the screened well with permittivity 100 treated below. Changes in the ionic field and surface relaxation also shift the first layer. They are not included here, so the 22 meV should not be relied on for the order at a real bare surface.

In a film without a field, the order reverses if the apical oxygen is absent on both faces. A uniform $xz$ state then has $2-1-1=0$ in the interior and $1-1=0$ at each end, so its energy is zero. The $xy$ state still costs $2t'[1-\cos(\pi/(N+1))]>0$. The reversal is small, 8 meV for five layers and 2.4 meV for ten, and a field of 1 MV/cm puts $xy$ lowest again at five, ten and twenty layers, though not at three. Confinement places $xy$ lowest when the termination treats the orbitals alike, not for every termination.

## What the simple model leaves out

**Screening.** The electrons weaken the field deeper in the crystal. A Hartree calculation at 300 K, with the surface field held at 1 MV/cm and parabolic in-plane bands, gives these values:

| Relative permittivity | Density ($10^{13}$ cm$^{-2}$) | Gap (meV) | Gap without apical oxygen (meV) |
|---|---:|---:|---:|
| 100 | 5.5 | 70 | 9 |
| 300 | 16.6 | 76 | 10 |

The density follows from Gauss's law, $n=\epsilon_0\epsilon_rF/e$, so the rows differ in density as well as permittivity. The potential is unchanged at the first layer and falls increasingly below the straight line farther in. To first order this lowers the deeper $xz$ state more than $xy$, and the gap shrinks. With the apical oxygen present the Hartree potential is common to all orbitals, so (3) still fixes the order. The $xz$ and $yz$ subbands nevertheless hold 45% and 52% of the charge in the two cases (46% and 54% with the full cosine bands in the plane): lowest does not mean holding nearly all the electrons.

**Temperature.** At 300 K the thermal energy is 26 meV. The uniform-field gap is 4.2 times this, the screened gap about 2.8 times. Without apical oxygen the screened gap is well below the thermal energy, so the sign of the order matters little for occupation; the $xz$/$yz$ share, favoured by its larger density of states, rises to about 75%.

**Spin-orbit coupling.** With a coupling $\lambda\,\mathbf L\cdot\mathbf S$ and $\lambda=20$ meV, the bulk minimum itself splits by 30 meV. In the well the lowest level falls by 1 meV and remains 99% $xy$. The $xz$ and $yz$ levels are coupled to each other directly, and the lower pair moves down by $\lambda/2=10$ meV. The gap becomes $108-10+1=99$ meV.

**Leakage into vacuum.** Behind a barrier $W$ the wave decays as $e^{\kappa z}$ for $z<0$, with $\kappa=\sqrt{2m_0W}/\hbar$ and $m_0$ the free-electron mass. Continuity of $\psi$ and of $\psi'/m$ gives $\psi(0)=\ell\,\psi'(0)$ with $\ell=m_0/(m\kappa)$. For small $\ell$ this moves the wall outward by $\ell$ and lowers the level by $eF\ell$. The electron with the lighter $z$ mass gains more. With $W=4$ eV, a continuum calculation finds the gap reduced by 12 meV.

**Breakdown.** The band bending in the Hartree wells with apical oxygen is 0.21 to 0.23 eV across 60 layers. With no background charge it keeps growing slowly with thickness, by about 0.04 eV per doubling (0.28 to 0.30 eV across 240 layers), while the gaps and shares stay put. It remains far less than the band gap of roughly 3 eV. Valence states therefore do not line up with conduction states inside the well, and interband tunnelling there has no final state at equal energy.

These corrections were calculated separately and should not simply be added.

## Comparison with real layers, and what to do

Electron layers at SrTiO$_3$ surfaces and interfaces have densities of roughly $10^{13}$ to a few $10^{14}$ cm$^{-2}$, so the first Hartree case lies well within this range and the second towards its upper end. The permittivity near room temperature is roughly 300 in weak fields; it falls in strong fields and rises greatly on cooling. A constant value is therefore a crude description, especially at low temperature. The first case pairs its density with 1 MV/cm only because the permittivity was set to 100. With 300 at 300 K the same density gives a surface field of 0.33 MV/cm and a gap of 38 meV, or 3 meV without apical oxygen. The much larger permittivity of the cold crystal weakens the field and the gap at a given density further, so the 20 K figures above belong to the model, not to bulk-like SrTiO$_3$. The assumption most exposed in a real layer is the common surface potential: in this model, at a surface field of 1 MV/cm, loss of the apical oxygen moves the screened gap from about 70 meV to about 10 meV. Exchange, correlation and the low-temperature tetragonal distortion are also left out.

For a layer whose surface titanium keeps its apical oxygen, as under an oxide overlayer that continues the lattice, the following procedure is reasonable, provided the overlayer adds no orbital-dependent shift of its own (an assumption not examined here):

1. Use the mass along the surface normal for the level energies and the in-plane masses for the filling.
2. Estimate the first levels from (4). If $L$ is near or below one layer spacing, diagonalize the layer Hamiltonian instead.
3. Count all $xy$ levels below the first $xz$/$yz$ level before assigning the density. Count on the lattice: with these hoppings the continuum ladder gives two, while the lattice gives two at 0.1 and 3 MV/cm and three at 0.3 and 1 MV/cm.
4. If the electrons of the layer themselves terminate the surface field, as in the Hartree example, calculate the potential self-consistently. There screening removes about a third of the gap at 300 K, and nearly half at 20 K with permittivity 100.

For a bare TiO$_2$-terminated surface, first obtain the orbital-dependent shift of the outer layer from a calculation that includes the relaxed surface, and compare it with the shift that closes the gap. The size of the confinement energy alone does not decide the order there.

The choice of surface follows the same reasoning. On a (100) surface the normal is $x$, the orbital with weak hopping along it is $yz$, and $yz$ lies lowest under the same conditions. The remaining values for the example are in the numerical output.

## Computed results

```
Lattice constant: 0.39 nm
Strong hopping: 0.35 eV
Weak hopping: 0.03 eV
Surface field: 1.0 MV/cm
Potential step per layer: 39.0 meV
Light mass: 0.72 electron masses
Heavy mass: 8.35 electron masses
d_xy overlap along x, relative: 1.00
Largest d_xy overlap along z, relative: 0.00
xy level 1: 80.2 meV
xy level 2: 134.2 meV
xy level 3: 176.6 meV
xy level 4: 216.0 meV
xz/yz level 1: 187.8 meV
xz/yz level 2: 325.9 meV
First xz/yz minus first xy: 107.6 meV
Lower bound on gap: 58.3 meV
Upper bound on gap: 298.1 meV
Mean K in first xy state: 0.9315
Mean K in first xz/yz state: 0.1821
Kinetic energy, xy: 27.9 meV
Kinetic energy, xz/yz: 63.7 meV
Mean depth, xy: 0.52 nm
Mean depth, xz/yz: 1.24 nm
First Airy number: 2.3381
Airy estimate, xy: 83.6 meV
Airy estimate, xz/yz: 189.5 meV
Number of xy levels below first xz/yz: 3
In-plane crossing wavevector: 1.51 1/nm
Density at xz/yz onset, fixed ladder: 5.15 10^13/cm2
Gap without apical oxygen: 22.1 meV
Lower bound without apical oxygen: 11.5 meV
Surface shift that closes gap: -395.6 meV
Hartree, permittivity 100, density: 5.53 10^13/cm2
Hartree, permittivity 100, gap: 69.7 meV
Hartree, permittivity 100, band bending: 0.206 eV
Hartree, permittivity 100, xz+yz share: 44.6 %
Hartree, permittivity 100, gap without apical O: 8.9 meV
Hartree, permittivity 300, density: 16.58 10^13/cm2
Hartree, permittivity 300, gap: 75.6 meV
Hartree, permittivity 300, band bending: 0.227 eV
Hartree, permittivity 300, xz+yz share: 52.0 %
Hartree, permittivity 300, gap without apical O: 9.8 meV
Hartree gap, permittivity 300, 80 layers: 75.7 meV
Spin-orbit prefactor: 20.0 meV
Bulk spin-orbit splitting: 30.0 meV
Lowest-level shift by spin-orbit: -1.02 meV
xy weight of lowest level: 99.3 %
Gap with spin-orbit: 98.6 meV
Vacuum barrier: 4.0 eV
Gap change by vacuum leakage: -11.9 meV
Temperature: 300 K
Thermal energy: 25.9 meV
Gap divided by thermal energy: 4.16
```
